# Hybridisation gaps and heavy mass in slave-boson mean-field bands, part 2

Which gap of a Kondo insulator equals $2\tilde V$, and which mass does $1/(1-n_f)$ multiply in a heavy-fermion metal? The model is the periodic Anderson model (spin $\tfrac12$, $U=\infty$) in slave-boson mean field. The conduction ($c$) band $\varepsilon\in[-D,D]$ has density of states $\rho=1/2D$ per spin; the flat $f$ level $\varepsilon_f$ hybridises through $V$. Energies are measured from the band centre; $k_B=1$.

Per site there are $n=n_c+n_f$ electrons. With $f=b\tilde f$, $Z=b^2=1-n_f$, $\tilde V=V\sqrt Z$ and $\tilde\varepsilon=\varepsilon_f+\lambda$, the bands $E_\pm$ obey $(E-\varepsilon)(E-\tilde\varepsilon)=\tilde V^2$. Their separation is $R=\sqrt{x^2+4\tilde V^2}$, $x=\varepsilon-\tilde\varepsilon$, and their $c$ weights are $\tfrac12(1\pm x/R)$. The saddle point makes
$$\mathcal E(b,\lambda)=2\rho\int_{-D}^{\varepsilon_F}E_-\,d\varepsilon+\lambda(b^2-1)$$
stationary, with $\varepsilon_F=(n-1)D$. Write $J=2\rho V^2=V^2/D$, $E_F=E_-(\varepsilon_F)$ ($=\mu$ in the metal), $E_{\rm bot}=E_-(-D)=-D-\delta_b$:
$$n_c=2\rho\int dE_-=\frac{E_F-E_{\rm bot}}{D},\qquad n_f=n-n_c.\tag{1}$$
$$\tilde\varepsilon-E_F=(\tilde\varepsilon-E_{\rm bot})\,e^{-\lambda/J}.\tag{2}$$

For the insulator ($n=2$), $\delta_t=\tilde\varepsilon-E_-(D)$, $\delta_b=E_+(-D)-\tilde\varepsilon$, $\Delta=\Delta_{\rm ind}=\delta_t+\delta_b$, $\Delta_{\rm dir}=2\tilde V$:
$$\delta_t(D-\tilde\varepsilon+\delta_t)=\tilde V^2=\delta_b(D+\tilde\varepsilon+\delta_b).\tag{3}$$
$$\tilde\varepsilon=Z(D+\Delta),\qquad\delta_t-\delta_b=Z\Delta.\tag{4}$$
$$\tilde V^2=(D-\tilde\varepsilon+\delta_t)(D+\tilde\varepsilon+\delta_b)\,e^{-\lambda/J}.\tag{5}$$
The quasiparticle density of states for both spins is
$$N(E)=2\rho\,\frac{d\varepsilon}{dE}=2\rho\left[1+\frac{\tilde V^2}{(\tilde\varepsilon-E)^2}\right].\tag{6}$$
With $N_v$, $N_c$ its values at the lower-band top and upper-band bottom, $\mu=\mu_{\rm mid}+\tfrac T2\ln(N_v/N_c)$ for $T\ll\Delta$, where $\mu_{\rm mid}=\tilde\varepsilon-\tfrac12Z\Delta$.

Define $T_K=De^{-(\mu-\varepsilon_f)/J}$, $t=T_K/D$, $y=\tilde V^2/D^2$. For small $Z$ and $t$,
$$\Delta_{\rm ind}=2T_K\,c,\qquad\Delta_{\rm dir}=2\sqrt{T_KD}\;c,\qquad c\approx1-Z^2+\frac{T_K}{D}.\tag{7}$$
The estimates set $c=1$. With $\kappa=(D/V)^4$, $t_0=e^{\varepsilon_f/J}$ and Lambert function $W$,
$$T_K\approx D\,W(\kappa t_0)/\kappa.\tag{8}$$
A single $f$ site in a band centred on $\mu$, at the same $\varepsilon_f-\mu$, has empty-site probability $Z_{\rm imp}$ and scale $T_{\rm imp}=|\tilde\varepsilon+i\pi\rho\tilde V^2|\approx\tfrac\pi2Z_{\rm imp}J$ (impurity values), with
$$T_{\rm imp}/T_K\approx1+\tfrac4\pi\,t\ln(1/t)-\tfrac{\pi^2}4Z_{\rm imp}^2.\tag{9}$$
At leading order $Z/Z_{\rm imp}\approx\pi/2$.

The example has $D=1$ eV, $V=0.2$ eV; $\varepsilon_f=-0.2$ eV for the insulator; $n=1.8$, $\varepsilon_f=-0.4$ eV for the metal.

## Which gap absorbs light

With $V$ and $\varepsilon_f$ independent of $k$, the current operator is $\partial H/\partial k=v_kP_c$, where $P_c$ projects on the $c$ orbital. It conserves $k$, so transitions are vertical and cost $R\ge2\tilde V$. The squared interband element of $P_c$ is the product of the two $c$ weights, $\tfrac14(1-x^2/R^2)=\tilde V^2/R^2$, equal to $\tfrac14$ at the threshold, so the edge is allowed. The Kubo formula for a full lower and an empty upper band gives ${\rm Re}\,\sigma(\omega)\propto\int d\varepsilon\,\rho v^2(\tilde V^2/R^2)\,\delta(\omega-R)/\omega$. Take $\rho v^2$ constant. The condition $R=\omega$ has two roots $x=\pm\sqrt{\omega^2-4\tilde V^2}$, each with $|dx/dR|=R/|x|$, so

$${\rm Re}\,\sigma(\omega)\propto\frac{2\tilde V^2}{\omega^2\sqrt{\omega^2-4\tilde V^2}},\qquad\int_{2\tilde V}^\Omega\frac{2\tilde V^2\,d\omega}{\omega^2\sqrt{\omega^2-4\tilde V^2}}=\frac12\sqrt{1-\frac{4\tilde V^2}{\Omega^2}},$$

as long as both roots lie in the band. Differentiating the right side gives $2\tilde V^2/(\Omega^3\sqrt{1-4\tilde V^2/\Omega^2})$, which is the integrand. Half of the limiting weight $\tfrac12$ is reached when the square root equals $\tfrac12$, at $\Omega=4\tilde V/\sqrt3$. The mean-field conductivity has no weight at $\Delta_{\rm ind}$; creating a single electron-hole pair at that energy needs a process that supplies momentum, and the mean-field Hamiltonian contains none. Within mean field the infrared edge fixes $2\tilde V$, while the activation energy for $T\ll\Delta_{\rm ind}$ fixes $\Delta_{\rm ind}/2\approx\tilde V^2/D$. Both statements have limits when applied to data. Inelastic or impurity scattering supplies the missing momentum and moves weight below $2\tilde V$, towards the scale of $\Delta_{\rm ind}$, so in a measured spectrum the feature to compare with $2\tilde V$ is the strong interband peak and not the first onset of absorption. The Arrhenius slope approaches $\Delta/2$ only slowly. With a constant relaxation time, $dE/d\varepsilon\approx(\delta+s)^2/\tilde V^2$ at a distance $s$ from an edge gives $\sigma\propto(\delta^2+2\delta T+2T^2)\,e^{-\Delta/2T}$ with $\delta\approx\Delta/2$. The slope is then $\tfrac\Delta2[1+8(T/\Delta)^2]$ at leading order, about 8% high at $T=\Delta/10$. Defect states in the gap are not in the model.

## Where $1/(1-n_f)$ enters the mass

In mean field $f=b\tilde f$, so the physical Green function is $G_f=ZG_{\tilde f}$ with $G_{\tilde f}^{-1}=\omega-\tilde\varepsilon-\tilde V^2/(\omega-\varepsilon)$. This is the coherent part; the rest of the spectral weight is absent. Define the self-energy by the Dyson form with the bare parameters, $G_f^{-1}=\omega-\varepsilon_f-\Sigma-V^2/(\omega-\varepsilon)$. Since $G_f^{-1}=(\omega-\tilde\varepsilon)/Z-V^2/(\omega-\varepsilon)$, the hybridisation terms cancel and

$$\Sigma(\omega)=\omega-\varepsilon_f-\frac{\omega-\tilde\varepsilon}Z,\qquad1-\frac{\partial\Sigma}{\partial\omega}=\frac1Z=\frac1{1-n_f}.$$

The self-energy is local, and $1/(1-n_f)$ is its renormalisation factor.

The band mass in the metal, $1<n<2$, relative to the unhybridised conduction band at the same $k_F$, is the inverse slope $d\varepsilon/dE_-$ of (6) at $E=\mu$. With $\xi_F=\varepsilon_F-\mu$ and $\delta=\tilde\varepsilon-\mu$, the secular equation at the Fermi surface is $\xi_F\delta=\tilde V^2$, so $\tilde V^2/\delta^2=\xi_F/\delta=\xi_F^2/\tilde V^2$ and

$$\frac{m^*}{m_c}=1+\frac{\xi_F}{\delta}=1+\frac{(\xi_F/V)^2}{1-n_f}.\tag{10}$$

The factor $(\xi_F/V)^2$ has a plain meaning. A $U=0$ model with the bare $V$, the same $\varepsilon_F$ and the same $\mu$ needs a level $\varepsilon_0$ with $\xi_F(\varepsilon_0-\mu)=V^2$. This is the level shifted by the static self-energy, since $\varepsilon_f+\Sigma(\mu)=\mu+\delta/Z=\mu+V^2/\xi_F$. Its mass is (10) with $Z=1$, $m_{\rm ref}/m_c=1+a$ with $a=(\xi_F/V)^2$. Therefore

$$\frac{m^*/m_c-1}{m_{\rm ref}/m_c-1}=\frac1{1-n_f},\qquad\frac{m^*}{m_{\rm ref}}=\frac1{1-n_f}\,\frac{a+Z}{a+1}.$$

The statement that the mass enhancement is $1/(1-n_f)$ is true for $m^*/m_{\rm ref}$ when $a\gg1$, that is, when the reference state at the Fermi surface is almost purely $f$. If instead $a\ll Z$, the Fermi surface is $c$-like and the mass is not enhanced.

The distance $\xi_F$ follows from (1): $\mu=n_cD-D-\delta_b$, with $\delta_b$ defined as before, and $\varepsilon_F=nD-D$, so $\xi_F=n_fD+\delta_b$. In (2), $\tilde\varepsilon-E_{\rm bot}=n_cD+\delta$ and $\lambda=\mu-\varepsilon_f+\delta$, so

$$\delta=T^*\left(1+\frac\delta{n_cD}\right)e^{-\delta/J},\qquad T^*=n_cD\,e^{-(\mu-\varepsilon_f)/J},\tag{11}$$

with $\delta/J=ZD/\xi_F\approx Z/n_f$. Hence $m^*/m_c\approx n_fD/T^*$ with a relative correction of order $Z$, provided $\delta\ll n_cD$. The crossing point $\varepsilon=\tilde\varepsilon$ is occupied in the lower band when $\tilde\varepsilon<\varepsilon_F$, so the interband edge stays at $2\tilde V$, and (10) can be written $m^*/m_c-1=(2\xi_F/\Delta_{\rm dir})^2$.

The free energy is stationary in $b$ and $\lambda$, so its temperature derivative acts only on the Fermi functions and the entropy is that of free quasiparticles. The Sommerfeld expansion gives $S=\gamma T$ with $\gamma=\tfrac{\pi^2}3N(\mu)=\tfrac{\pi^2}32\rho\,m^*/m_c$. The compressibility behaves differently, because $\tilde\varepsilon$ follows $\mu$. From $n=n_c+1-Z$, with $n_c\approx1+\mu/D$ and $Z=\delta\xi_F/V^2\propto e^{-\mu/J}$ up to slowly varying prefactors, $dn/d\mu\approx1/D+Z/J$. This carries no factor $m^*/m_c$.

## Comparison with numbers

The parameters are round model values, $D=1$ eV and $V=0.2$ eV, so $J=0.04$ eV and $\kappa=625$. The program and its output follow the text. It tests (1) and (2) against the saddle point found from numerical eigenvectors and from finite differences of $\mathcal E$, and takes the gaps from diagonalisation.

For the insulator, $n=2$ and $\varepsilon_f=-0.2$ eV, the solution is $Z=0.04914$, $\tilde\varepsilon=49.34$ meV and $\tilde V=200\sqrt{0.04914}=44.34$ meV. The edge shifts $\delta_t=2.063$ meV and $\delta_b=1.870$ meV add up to $\Delta_{\rm ind}=3.933$ meV. Equation (4) gives $0.049143\times1003.93=49.34$ meV for $\tilde\varepsilon$, and $\mu_{\rm mid}=49.34-0.10=49.24$ meV. The exponent is $0.24924/0.04=6.231$, so $T_K=1.968$ meV, or 22.8 K.

| quantity | estimate | mean field |
|---|---|---|
| $\Delta_{\rm ind}$ | $2T_K=3.935$ meV | 3.933 meV (45.6 K) |
| $\Delta_{\rm dir}$ | $2\sqrt{T_KD}=88.71$ meV | 88.67 meV (715 cm$^{-1}$) |
| ratio | $\sqrt{D/T_K}=22.5$ | 22.5 |

Both gaps are 0.99955 times the estimate, and $c=1-0.00242+0.00197=0.99955$. The closeness to one is partly a cancellation of two terms of 0.2% at these parameters. The factor $c$ is tested on nine parameter sets, with two values of $D$ and two of $V$, to within $3(Z^2+t)^2$ plus a rounding floor. Taking the transport gap for $2\tilde V$ would make $\tilde V$ too small by 22.5 and $Z$ too small by its square.

Measuring $\varepsilon_f$ from the band centre gives $Dt_0=e^{-5}$ eV $=6.74$ meV, which is 3.4 times $T_K$. Here $\kappa t_0=4.21$ is not small, and (8) gives 1.969 meV, within 0.1% of $T_K$.

At $T=\Delta/40$ the computed shift is $(\mu-\mu_{\rm mid})/T=-0.094$, while $\tfrac12\ln(N_v/N_c)\approx\ln(\delta_b/\delta_t)=-0.098$; the test allows 10% of the predicted shift. The difference comes from the variation of $N$ near the edges: $\int_0^\infty e^{-s/T}ds/(\delta+s)^2\approx(T/\delta^2)(1-2T/\delta)$ adds $T(1/\delta_b-1/\delta_t)=0.005$, giving $-0.093$ at first order.

The impurity saddle point, solved by quadrature, has $T_{\rm imp}=1.993$ meV, 1.3% above $T_K$. With $Z_{\rm imp}=0.04914/1.551=0.0317$, (9) gives $1+0.0156-0.0025=1.013$. The ratio $Z/Z_{\rm imp}=1.551$ is 1.2% below $\pi/2$, close to the 1.3% excess of $T_{\rm imp}$, because $Z_{\rm imp}\propto T_{\rm imp}$ at leading order. As $\varepsilon_f$ runs from $-0.2$ to $-0.5$ eV, $T_{\rm imp}$ falls by a factor 536, and the fitted logarithmic slopes against $T_{\rm imp}$ are 0.998 for the indirect and 0.499 for the direct gap, tested against $1$ and $\tfrac12$ to 0.005. The deficit matches the decay of the 1.3% excess over the range, $0.013/\ln536=0.002$.

The cumulative optical weight is tested against an explicit sum at four frequencies. The sum reaches half of its total at 102.26 meV, slightly below $4\tilde V/\sqrt3=102.39$ meV, because the band is finite. The weight on one side of the crossing is $\int\tilde V^2dx/R^3=x/4R$, with $x/R\approx1-2y$ at the edges, so the total is $\tfrac12(1-2y)$. Then $1-4\tilde V^2/\Omega^2=\tfrac14(1-4y)$, which lowers $\Omega$ by the factor $1-\tfrac23y$. With $y=0.04434^2=0.00197$ this gives $102.39\times0.99869=102.26$ meV.

For the metal, $n=1.8$ and $\varepsilon_f=-0.4$ eV, $\varepsilon_F=0.8$ eV and $\mu=-0.1573$ eV, so $\xi_F=0.9573$ eV, against $n_fD=0.9552$ eV. With $Z=0.04481$, $1/(1-n_f)=22.3$ and $a=(0.9573/0.2)^2=22.91$. Equation (10) gives $1+22.91\times22.32=512$, the value found from the band slope. The entropy of the self-consistent solution at $T=0.01$ meV gives 512.41 against 512.29 from the slope, higher by 0.02%, the size of a Sommerfeld correction $(\pi T/\delta)^2\approx0.03\%$ for $\delta=1.872$ meV. The reference level lies $V^2/\xi_F=41.8$ meV above $\mu$, $m_{\rm ref}/m_c=23.9$, and $m^*/m_{\rm ref}=21.4$, which is 4% below $1/(1-n_f)$ because $(a+Z)/(a+1)=0.960$. The Sommerfeld coefficient is $\gamma\approx1.2$ J mol$^{-1}$ K$^{-2}$; multiplying the conduction mass by 22.3 would give a value 23 times smaller.

The scale is $T^*=0.8448\,e^{-0.2427/0.04}$ eV $=1.958$ meV. Equation (11) predicts $\delta/T^*=1.0022\,e^{-0.0468}=0.956$, equal to $1.872/1.958$. The estimate $n_fD/T^*=488$ is accordingly 5% below the mean-field mass. The edge $2\tilde V=84.7$ meV reproduces the mass as $1+(1914.6/84.67)^2=512$. The self-consistent $dn/d\mu$ is 1.9 eV$^{-1}$, against $N(\mu)=512$ eV$^{-1}$. The leading estimate $1+0.0448/0.04=2.1$ eV$^{-1}$ is 10% above the computed value; it drops the variation of $n_c$, $n_f$, $e^{-\delta/J}$ and $\delta_b$, each of relative order $Z$ or $J/D$. The test asserts only that $dn/d\mu$ is positive and below 2% of $N(\mu)$.

## Where the results stop

At mixed valence the expansion in $Z$ fails gradually. For $\varepsilon_f=+0.3$ eV, $Z=0.44$, and the gaps are 0.81 and 0.82 times their estimates. They no longer share one factor. Here $T_K/D=ZV^2/(0.819\,D)^2=0.026$, from the ratio for the direct gap, so (7) gives $c\approx1-0.191+0.026=0.835$, which is 3% above the computed ratio for the indirect gap and 2% above that for the direct gap. Equations (1) to (6) and (10) remain exact in mean field.

The prefactor of $\Delta_{\rm ind}$ depends on the band. For edges at $\varepsilon_{\min}$ and $\varepsilon_{\max}$ the argument of (3) gives $\tilde V^2[1/(\varepsilon_{\max}-\tilde\varepsilon)+1/(\tilde\varepsilon-\varepsilon_{\min})]$ at leading order, and the cutoff in $T_K$ changes with the shape of $\rho$. A dispersion of the renormalised $f$ level comparable to $T_K$ can close the indirect gap while leaving the direct one, and a $V_k$ that vanishes at a crossing point closes both.

The two gaps do not stand on equal footing beyond mean field. The mass involves states at $\mu$ in the metal, where a self-energy linear in $\omega$ is the Fermi-liquid form, and the indirect gap involves states about $T_K$ away from $\mu$. The direct gap involves states at $\tilde\varepsilon\pm\tilde V$, with $\tilde V\approx\sqrt{T_KD}\gg T_K$, and the mean-field $\Sigma$ is linear and real there only by the approximation. The inverse-square-root edge is therefore a property of the mean-field bands, and how much of it survives damping cannot be read from this theory. The results also require $T\ll T_K$, where $b$ keeps its ground-state value, and a paramagnetic ground state, since the uniform saddle point contains no exchange between the moments.

## Computed results

```
D: 1 eV
V: 0.2 eV
2 rho V^2: 0.04 eV
insulator n=2, ef: -0.2 eV
Z = 1 - n_f: 0.049143
n_f: 0.95086
1/Z: 20.349
renormalised level e: 49.336 meV
midgap mu: 49.24 meV
lambda: 0.24934 eV
(mu-ef)/(2 rho V^2): 6.231
Vt: 44.336 meV
delta_t: 2.0633 meV
delta_b: 1.87 meV
T_K: 1.9675 meV
T_K: 22.832 K
D t0: 6.7379 meV
kappa t0: 4.2112
D W(kappa t0)/kappa: 1.9687 meV
impurity scale: 1.9929 meV
Z_lattice/Z_imp: 1.5513
indirect gap: 3.9332 meV
indirect gap: 45.643 K
direct gap: 88.673 meV
direct gap: 715.2 cm^-1
indirect/(2 T_K): 0.99955
direct/(2 sqrt(T_K D)): 0.99955
1 - Z^2 + T_K/D: 0.99955
direct/indirect: 22.545
sqrt(D/T_K): 22.545
half-weight frequency (sum): 102.26 meV
4 Vt/sqrt3: 102.39 meV
(mu - midgap)/T at T = gap/40: -0.094018
scan: largest/smallest impurity scale: 535.98
slope ln(indirect) vs ln(T_imp): 0.99817
slope ln(direct) vs ln(T_imp): 0.49908
mixed valence ef=+0.3 eV: Z: 0.43665
  indirect/(2 T_K): 0.81075
  direct/(2 sqrt(T_K D)): 0.81856
metal n: 1.8
metal ef: -0.4 eV
eps_F: 0.8 eV
mu: -0.15731 eV
xi_F: 0.95731 eV
n_f: 0.95519
n_c: 0.84481
Z: 0.04481
1/(1-n_f): 22.316
e - mu: 1.8723 meV
T*: 1.9577 meV
2 Vt: 84.674 meV
m*/m_c (band slope): 512.29
m*/m_c (entropy, T=0.01 meV): 512.41
n_f D/T*: 487.91
U=0 reference level - mu: 41.784 meV
m_ref/m_c: 23.911
m*/m_ref: 21.425
gamma: 1207.5 mJ/(mol K^2)
self-consistent dn/dmu: 1.932 1/eV
```
